\section*{Why Trisilylamine Is Planar: Repulsion, Delocalisation and Silicon d Functions}

\section*{The two shapes}

\textbf{Q.} I use trisilylamine, N(SiH$_3$)$_3$, as a source for silicon nitride films. Its nitrogen and three silicon atoms lie in a plane, while trimethylamine, N(CH$_3$)$_3$, is a pyramid. How do you turn that difference into something one can calculate?

\textbf{A.} Use one coordinate for both molecules. Put N at the origin and let each N--X bond, with X = Si or C and length $R$, tilt by an angle $t$ out of the plane normal to the threefold axis. The X atoms are at
\begin{equation}
\mathbf r_k=R\left(\cos t\cos\tfrac{2\pi k}{3},\ \cos t\sin\tfrac{2\pi k}{3},\ -\sin t\right),\qquad k=0,1,2 .
\end{equation}
Since $\cos 120^\circ=-\tfrac12$, two of these vectors have the scalar product
\begin{equation}
\mathbf r_0\cdot\mathbf r_1=R^2\left(-\tfrac12\cos^2t+\sin^2t\right)=R^2\left(1-\tfrac32\cos^2t\right),
\end{equation}
and the distance $d$ between two X atoms follows from
\begin{equation}
d^2=2R^2-2\,\mathbf r_0\cdot\mathbf r_1=3R^2\cos^2t,\qquad d=\sqrt3\,R\cos t .
\end{equation}
The triangle N, X, X has two sides $R$, so the bond angle $\theta$ obeys $\sin(\theta/2)=d/2R=(\sqrt3/2)\cos t$. The plane, $t=0$, gives $120^\circ$. A tilt of $18^\circ$ gives $110.9^\circ$, a typical amine pyramid, and shortens the Si--Si distance from 2.996 to 2.850 \AA.

Each XH$_3$ group moves as a rigid body about N. I take rough typical lengths, N--Si 1.73, Si--H 1.48, N--C 1.45 and C--H 1.09 \AA, and tetrahedral N--X--H angles. A group can also turn about its own N--X bond. At turn $0^\circ$ one H of each group lies in the heavy-atom plane when $t=0$; turn $30^\circ$ gives the staggered pyramid.

\textbf{Q.} And which shape wins?

\textbf{A.} I compare Hartree--Fock energies in the def2-SVP basis, with d functions on N but none on Si or C, and no p functions on H. Relative to the planar form at turn $0^\circ$, trisilylamine costs 0.155 eV at $9^\circ$ and 0.713 eV (68.8 kJ/mol) at $18^\circ$. At turn $30^\circ$ and tilt $9^\circ$ it costs 0.130 eV. The plane is the lowest of the shapes computed.

For trimethylamine the staggered pyramid at $18^\circ$ lies 0.357 eV (34.5 kJ/mol) below the same kind of reference. Its planar form at turn $30^\circ$ is 0.029 eV below the reference, so the pyramid wins by $0.357-0.029=0.328$ eV over the better planar form.

\section*{Silicon d functions}

\textbf{Q.} I learned that the lone pair forms a $\pi$ bond with empty silicon d orbitals. You have just left those orbitals out.

\textbf{A.} Yes, and the silicon skeleton stayed planar. Silicon d functions are therefore not necessary for planarity at this level of theory. Putting them back lowers the cost of the $18^\circ$ tilt from 0.713 to 0.513 eV. At these fixed bond lengths they make the preference for the plane weaker, which is the opposite of what the $\pi$-bond explanation needs.

They are still useful. A d function on Si lets the electron density there change shape, and a quantitative calculation should include it. Needing a function to describe a density well is different from needing a d-orbital bond to explain the geometry.

\section*{Delocalisation into Si--H antibonds}

\textbf{Q.} Then the lone pair must delocalise into something else. Could it be the Si--H antibonding orbitals?

\textbf{A.} It does go there, and symmetry shows why. At $t=0$ and turn $0^\circ$ the heavy-atom plane is a mirror. The lone pair is a nitrogen p orbital that changes sign under reflection. An N--Si antibond is built from orbitals symmetric about a bond lying in the mirror, so it does not change sign. The Fock operator $F$ is unchanged by the reflection, and its matrix element between an odd and an even orbital equals minus itself, hence zero. The two out-of-plane Si--H antibonds of a silyl group can be combined with opposite signs. That combination is odd and can accept the lone pair.

To estimate the energy, let $l$ be a normalised lone-pair orbital restricted to nitrogen, holding two electrons. Let $v$ be the empty orbitals, chosen so that $F$ is diagonal among them, with energies $e_v$, and let $e_l=\langle l|F|l\rangle$. With real orbitals and $F$ held fixed, the mixed orbital is
\begin{equation}
l'=\frac{l+\sum_v c_v v}{\sqrt{1+\sum_v c_v^2}} .
\end{equation}
The contribution of its two electrons is
\begin{equation}
2\langle l'|F|l'\rangle=
2\,\frac{e_l+2\sum_v c_vF_{lv}+\sum_v c_v^2e_v}{1+\sum_v c_v^2}.
\end{equation}
Expanding the denominator as $1-\sum_v c_v^2$ and keeping terms up to second order, with $c_v$ and $F_{lv}$ both counted as first order, gives the change
\begin{equation}
\Delta\varepsilon=\sum_v\left[4c_vF_{lv}+2c_v^2(e_v-e_l)\right].
\end{equation}
Setting the derivative with respect to $c_v$ to zero gives $c_v=-F_{lv}/(e_v-e_l)$, and insertion gives
\begin{equation}
\Delta\varepsilon=\sum_v\frac{-4F_{lv}^2+2F_{lv}^2}{e_v-e_l}
=-2\sum_v\frac{F_{lv}^2}{e_v-e_l}.
\end{equation}
This is a stabilisation when the acceptors lie above the lone pair. For planar trisilylamine without Si d functions it amounts to 0.32 eV. A variational calculation gives 0.42 eV. The estimate leaves out higher orders and the response of $F$ to the moved electrons.

\textbf{Q.} What exactly is varied in that calculation?

\textbf{A.} I localise the occupied valence orbitals by the Pipek--Mezey method and take the one with the largest nitrogen population as the lone pair. The other occupied orbitals are frozen. The lone pair is then optimised using nitrogen basis functions alone, apart from the small tails that keep it orthogonal to the frozen orbitals. The energy rises from $E(t)$ to $E_{\rm conf}(t)$, and I define the delocalisation energy
\begin{equation}
D(t)=E_{\rm conf}(t)-E(t)\ge0 .
\end{equation}
It cannot be negative, because confinement restricts the search for the lowest energy.

If the confined lone pair is allowed to use the Si--H antibonds as well, 77\% of the planar $D$ is recovered. The share depends on how the antibonds are built: taking them from the localised Si--H bonds gives 89\%. Opening the N--Si antibonds instead recovers nothing at the printed precision, as symmetry requires.

\textbf{Q.} So delocalisation into Si--H antibonds is what makes the molecule planar.

\textbf{A.} That does not follow. Stabilising the plane is not the same as preferring it: the pyramid may be stabilised just as much. The Si--H antibonds lower the energy by 0.326 eV in the plane and by 0.321 eV at $18^\circ$. The difference, 0.005 eV, is small beside a tilt energy of 0.713 eV. Its size depends on definitions: antibonds taken from the localised Si--H bonds give 0.01 to 0.06 eV in favour of the plane, depending on the localisation, still less than a tenth of the tilt energy.

The full delocalisation energy also changes little with tilt. For trisilylamine $D$ is 0.424 eV at $0^\circ$, 0.475 eV at $9^\circ$ and 0.497 eV at $18^\circ$. These values use Mulliken populations in the localisation. L\"owdin populations leave the planar value unchanged but give only 0.436 eV at $18^\circ$, and a Mulliken localisation started from randomly mixed orbitals gives 0.463 eV. Boys localisation gives 0.474 eV in the plane and 0.443 eV at $18^\circ$, a fall of 0.03 eV. Neither the size nor the sign of the change is firm; it stays below 0.1 eV in every case. After the Si--H antibonds are opened, the remaining functions contribute a further $0.424-0.326=0.098$ eV in the plane and $0.497-0.321=0.176$ eV at $18^\circ$. With the Mulliken localisation, the growth comes from this remainder. I have not determined which functions are responsible for it.

\textbf{Q.} Would the molecule stay planar if the lone pair could not delocalise?

\textbf{A.} Write $\Delta E(t)=E(t)-E(0)$. Subtracting $E_{\rm conf}(0)=E(0)+D(0)$ from $E_{\rm conf}(t)=E(t)+D(t)$ gives
\begin{equation}
\Delta E_{\rm conf}(t)=\Delta E(t)+D(t)-D(0).
\end{equation}
For trisilylamine without Si d functions,
\begin{align}
\Delta E_{\rm conf}(9^\circ)&=0.155+0.475-0.424=0.206\ \text{eV},\\
\Delta E_{\rm conf}(18^\circ)&=0.713+0.497-0.424=0.786\ \text{eV}.
\end{align}
Both are positive, so the plane remains the lowest of the three tilts. With L\"owdin populations the value at $18^\circ$ is 0.725 eV and with Boys localisation about 0.68 eV, which leads to the same conclusion.

You may object that a lone pair is harder to define in a pyramid, where it can mix with the N--Si bonds. Since $D(18^\circ)\ge0$ for any choice of the tilted lone pair, the confined tilt energy is at least $0.713-0.424=0.289$ eV. This bound still relies on the planar definition and on the frozen orbitals.

Trimethylamine makes the same point from the other side. At turn $0^\circ$ its $D$ falls from 0.615 eV in the plane to 0.430 eV at $18^\circ$. Delocalisation favours the plane there by 0.185 eV, and the molecule is a pyramid all the same. At this turn angle, delocalisation cannot account for the contrast between the two amines.

\textbf{Q.} Does that verdict change once silicon has its d functions?

\textbf{A.} The amount changes, but with the same Mulliken localisation the verdict does not. $D$ becomes 0.789 eV in the plane and 0.800 eV at $18^\circ$, so $\Delta E_{\rm conf}(18^\circ)=0.513+0.800-0.789=0.524$ eV. The cautious bound, $0.513-0.789$, is now negative and proves nothing. In the plane, Si--H antibonds alone recover 0.308 eV and Si d functions alone 0.426 eV. The two sets overlap, so these gains are not to be added, and part of the d gain may simply reflect a more flexible basis around nitrogen.

\section*{Repulsion between the groups}

\textbf{Q.} If delocalisation is not the answer, what pushes the silyl groups into a plane?

\textbf{A.} Electrostatic repulsion is one contribution. Silicon gives up electrons to nitrogen, leaving each silyl group with a positive charge $Q$. Place that charge at Si. There are three pairs at distance $d$, so
\begin{equation}
U(t)=3\,\frac{Q^2}{4\pi\epsilon_0 d}
=\frac{\sqrt3\,Q^2}{4\pi\epsilon_0R\cos t},
\qquad
\frac{dU}{dt}=\frac{\sqrt3\,Q^2}{4\pi\epsilon_0R}\,\frac{\sin t}{\cos^2t}.
\end{equation}
The energy rises as soon as the molecule tilts either way, and for small $t$ (in radians) it is $U(0)(1+t^2/2)$. The attraction between N and the groups does not compete: with rigid groups and fixed charges, the distances from N do not change.

With charges from intrinsic atomic orbitals, which are atomic orbitals adapted to the molecule, $Q=0.325\,e$. Using $e^2/4\pi\epsilon_0=14.40$ eV\,\AA,
\begin{equation}
U(18^\circ)-U(0)=\frac{\sqrt3\times14.40\times0.325^2}{1.73}\left(\frac1{\cos18^\circ}-1\right)\approx0.08\ \text{eV}.
\end{equation}
Summing over all atoms of different groups, with charges fixed at their planar values, raises this to 0.13 eV. The spread of charge inside a group therefore matters. Methyl groups carry only $0.085\,e$, and the same sum gives 0.009 eV.

\textbf{Q.} How firmly do you know the 0.13 eV?

\textbf{A.} The sign is firmer than the size. Mulliken charges give $Q=0.595\,e$ and a rise of 0.39 eV, three times as much. An atomic charge in a molecule has no unique definition, and real electrons readjust during the tilt.

Repulsion is also not shown to be the whole cause. At turn $0^\circ$ the $18^\circ$ tilt energies of the two amines differ by $0.713+0.040=0.753$ eV, since trimethylamine gains 0.040 eV. With intrinsic charges the repulsion differs by about 0.125 eV.

\textbf{Q.} What could supply the rest?

\textbf{A.} The polarity of the N--X bonds is a plausible candidate, and a small model shows its direction. Let each nitrogen bond hybrid have s fraction $s_b$. Two such hybrids pointing along the bonds are orthogonal if
\begin{equation}
s_b+(1-s_b)\cos\theta=0,\qquad s_b=\frac{-\cos\theta}{1-\cos\theta}.
\end{equation}
The lone pair receives what is left, $s_l=1-3s_b$. In the plane $s_b=1/3$ and $s_l=0$; at $110.9^\circ$, $s_b=0.26$ and $s_l=0.21$.

Let the nitrogen s level lie $\Delta$ below the p level, and let a fraction $w$ of each bond pair reside on N. Measured from the p level, the energy of the s character is
\begin{equation}
E_s=-2\Delta\left(s_l+3ws_b\right)
=-2\Delta\left[w+(1-w)s_l\right],
\end{equation}
where $3s_b=1-s_l$ was used. A pyramid, with $s_l>0$, gains $2\Delta(1-w)s_l$. This gain vanishes as $w\to1$, because bond pairs held entirely by nitrogen profit from the s level as much as the lone pair does.

Nitrogen has five valence electrons when neutral. In the molecule it holds $2+6w$ in this model and carries charge $-3Q$, so $2+6w=5+3Q$ and $w=(1+Q)/2$. The intrinsic charges give $1-w=0.34$ for silyl and 0.46 for methyl. For equal $\Delta$ and $s_l$, the drive towards a pyramid is about a quarter weaker in trisilylamine. The model gets the order of the two molecules right but exaggerates the effect: for an $18^\circ$ tilt at turn $0^\circ$ it predicts that the nitrogen s population rises by 0.14 electrons for silyl and 0.19 for methyl, whereas intrinsic atomic orbitals give only about 0.04 and 0.09. It also ignores overlap, changes in bond strength and Pauli repulsion between groups. I offer it as a conjecture about the remainder, not as a measured share.

\section*{How far to trust the numbers}

\textbf{Q.} Can I quote 0.713 eV as the stiffness of the real molecule?

\textbf{A.} No. The sign held in each variation I made, but the size is not converged. The Hartree--Fock tilt energy goes from 0.713 eV to 0.513 eV with Si d functions, and to 0.380 eV in a larger basis (def2-TZVP without f functions on the heavy atoms, two s functions on H). For trimethylamine the larger basis changes $-0.357$ to $-0.448$ eV.

Electron correlation at the MP2 level, in the smaller basis with Si d functions, lowers the silyl value from 0.513 to 0.389 eV, a shift of $-0.124$ eV. To estimate the effect of bond relaxation in the d-free basis, I put a parabola through the energies of the tilted molecule at three N--Si lengths. Its minimum, at a stretch of about 0.07 \AA, lies about 0.5 eV above the unrelaxed planar molecule (0.512 eV extrapolated from stretches of $\pm0.03$ \AA, 0.495 eV from stretches up to 0.08 \AA). Relaxing the planar molecule as well gives 0.57 eV, a reduction of 0.14 eV. With Si d functions the bonds are less compressed, and relaxing both shapes lowers 0.513 to 0.45 eV, a reduction of 0.06 eV. The d functions therefore still weaken the preference for the plane after relaxation. The 0.06 eV is the figure suited to the larger basis, which has Si d functions. If these corrections simply add, an assumption I have not checked, the larger-basis value becomes
\begin{equation}
0.380-0.124-0.06\approx0.20\ \text{eV}.
\end{equation}
This leaves out turning and distortion of the silyl groups, which could lower the tilted molecule further. Turning them to $30^\circ$ lowers the Hartree--Fock energy of the $18^\circ$ shape by 0.10 eV without Si d functions and by 0.02 eV with them. The sum stays positive, but it rests on additivity and on rigid groups, so it is a rough size and not a converged value.

\textbf{Q.} And what does this mean for a molecule in my precursor line?

\textbf{A.} The planar skeleton of real trisilylamine and the pyramid of real trimethylamine, with a bond angle of roughly $111^\circ$, agree with the calculated preferences. Planar does not mean motionless. For a harmonic energy $\tfrac12\kappa t^2$, classical equipartition gives $\langle t^2\rangle=k_BT/\kappa$. Taking $\kappa$ from the d-free energy at $9^\circ$,
\begin{equation}
t_{\rm rms}=9^\circ\sqrt{\frac{0.0259}{2\times0.155}}\approx2.6^\circ
\quad\text{at }300\ \text{K}.
\end{equation}
If the curvature falls in the same ratio as the $18^\circ$ energy does in the larger basis, this becomes $2.6^\circ\sqrt{0.713/0.380}\approx3.6^\circ$. Quantum motion raises these classical values by a few per cent. Correlation and bond relaxation would soften the motion further. The estimate describes an isolated molecule with rigid silyl groups. On a growth surface, bonding to the surface breaks that assumption, and these energies do not predict adsorption or reaction rates. The numerical output lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS AND GEOMETRY
N-Si length: 1.73 angstrom
Si-H length: 1.48 angstrom
N-C length: 1.45 angstrom
C-H length: 1.09 angstrom
Reference tilt: 18.0 degree
X-N-X angle at reference tilt: 110.90 degree
Si-Si distance, planar: 2.996 angstrom
Si-Si distance, tilted: 2.850 angstrom
HARTREE-FOCK, NO d ON Si OR C; ENERGY RELATIVE TO PLANAR, TURN 0
Trisilylamine, turn 0, tilt 9: 0.1550 eV
Trisilylamine, turn 0, tilt 18: 0.7132 eV
Trisilylamine, turn 30, tilt 9: 0.1304 eV
Trimethylamine, turn 0, tilt 18: -0.0403 eV
Trimethylamine, turn 30, tilt 0: -0.0287 eV
Trimethylamine, turn 30, tilt 18: -0.3573 eV
Trisilylamine tilt energy: 68.82 kJ/mol
Trimethylamine tilt energy, turn 30: -34.48 kJ/mol
LONE-PAIR DELOCALISATION
Trisilylamine D at tilt 0: 0.4242 eV
Trisilylamine D at tilt 9: 0.4747 eV
Trisilylamine D at tilt 18: 0.4967 eV
Trimethylamine D at tilt 0: 0.6146 eV
Trimethylamine D at tilt 18: 0.4296 eV
Second-order estimate of planar silyl D: 0.3215 eV
Share of planar D recovered by Si-H antibonds: 76.8 %
Share of planar D recovered by N-Si antibonds: 0.0 %
Gain from Si-H antibonds at tilt 0: 0.3258 eV
Gain from Si-H antibonds at tilt 18: 0.3210 eV
Silyl energy at tilt 9, lone pair confined: 0.2055 eV
Silyl energy at tilt 18, lone pair confined: 0.7857 eV
Lower bound on confined silyl tilt energy: 0.2890 eV
ELECTROSTATICS BETWEEN GROUPS
Silyl group charge, intrinsic: 0.325 e
Silyl repulsion rise, intrinsic: 0.1335 eV
Silyl group charge, Mulliken: 0.595 e
Silyl repulsion rise, Mulliken: 0.3879 eV
Silyl repulsion rise, monopole formula: 0.0782 eV
Methyl group charge, intrinsic: 0.085 e
Methyl repulsion rise, intrinsic: 0.0085 eV
SILICON d FUNCTIONS
Silyl tilt energy with Si d functions: 0.5134 eV
Shift from adding Si d functions: -0.1999 eV
Silyl D with Si d functions at tilt 0: 0.7891 eV
Silyl D with Si d functions at tilt 18: 0.8003 eV
Planar gain from Si-H antibonds alone, this basis: 0.3079 eV
Planar gain from Si d functions alone: 0.4257 eV
CONVERGENCE AND NEGLECTED EFFECTS
Trisilylamine tilt energy, MP2, with Si d: 0.3889 eV
Trisilylamine tilt energy, larger basis HF: 0.3800 eV
Trisilylamine basis shift from d-free set: -0.3332 eV
Trimethylamine tilt energy, MP2, small basis: -0.4220 eV
Trimethylamine tilt energy, larger basis HF: -0.4480 eV
Trimethylamine basis shift from d-free set: -0.0907 eV
Density-fitting error in methyl tilt energy: -0.470 meV
Lower bound on silyl tilt energy, N-Si relaxed: 0.5123 eV
Thermal energy at 300 K: 0.0259 eV
Classical rms silyl tilt at 300 K: 2.6 degree
\end{verbatim}
